# Why LAPW bands at finite cutoff are piecewise smooth in k

**Q:** I need an effective mass from an LAPW calculation. The potential is fixed, and I take central differences of $E(k)$ with a very small step $h$. A finite cutoff makes the energies slightly too high, but the band is still a smooth function of $k$, so a smaller step should give a better derivative. Is that right?

**A:** For a non-degenerate level it is right as long as the basis keeps the same reciprocal vectors and the step is not so small that rounding errors in $E$, divided by $h$ or $h^2$, take over. Your basis contains the functions with $|k+G|\le K_{\max}$, and that condition depends on $k$. As $k$ moves, a vector $G$ enters or leaves, and the matrix changes its size.

A one-dimensional crystal shows this. I use Rydberg atomic units, so $H=-d^2/dx^2+V$, with energies in Ry and lengths in bohr. The period is $a=6$ bohr. In each cell $V=-1$ Ry for $|x|<R=1$ bohr and $V=0$ elsewhere. With $K=k+G$, the LAPW function outside the well is $e^{iKx}/\sqrt a$. Inside it is

$$\phi_K=\sum_{p}\left[A_p(K)\,u_p+B_p(K)\,\dot u_p\right],$$

where $p$ is even or odd, $u_p$ solves the equation in the well at the energy parameter $-0.4$ Ry, and $\dot u_p$ is its energy derivative. Value and slope are matched at $x=\pm R$, which fixes $A_p$ and $B_p$.

Take $K_{\max}=3$ bohr⁻¹. The reciprocal vectors are multiples of $g=2\pi/6=1.0472$ bohr⁻¹. At $k=0$ the five vectors $0,\pm g,\pm2g$ qualify, while $3g=3.1416$ bohr⁻¹ is too long. The vector $G=-3g$ enters when $3g-k=3$ bohr⁻¹, that is, at

$$k^*=3g-3=0.1416\ \text{bohr}^{-1}.$$

This lies inside the half zone, which ends at $g/2=0.5236$ bohr⁻¹.

**Q:** What exactly is smooth between such points?

**A:** With the set fixed, the problem is $H(k)c=E\,S(k)c$, where $S$ is the overlap matrix. Both matrices are smooth in $k$. If $S$ is positive definite and the level is not degenerate, $E$ is a simple root of $\det(H-ES)=0$, so it is smooth too.

Its slope needs no finite difference. Normalize $c^\dagger Sc=1$ and differentiate, with a prime for $d/dk$:

$$H'c+Hc'=E'Sc+ES'c+ESc'.$$

Multiply from the left by $c^\dagger$. Since $H$ and $S$ are Hermitian, $c^\dagger(H-ES)=0$, and the terms with $c'$ cancel. What remains is

$$E'=c^\dagger(H'-E\,S')c .$$

The overlap term stays because of the augmentation. Outside the well the overlap of two plane waves depends only on $G-G'$ and does not change with $k$. Inside the well it changes, because $A_p$ and $B_p$ depend on $k$.

**Q:** Now let the sixth function enter. Why should the energy jump rather than bend?

**A:** Because the new function arrives with its full coupling. Stay at $k^*$ and compare the two bases. Let $\psi_j$ be the orthonormal eigenfunctions in the old basis, with energies $E_1<E_2<\dots$. Remove from the new function its part in the old space and normalize the remainder, called $\chi$. Define

$$e=\langle\chi|H|\chi\rangle,\qquad v_j=\langle\psi_j|H|\chi\rangle .$$

Write the new eigenfunction as $\sum_j a_j\psi_j+b\chi$. Projection on $\psi_j$ and on $\chi$ gives

$$(E_j-E)a_j+v_jb=0,\qquad \sum_jv_j^*a_j+(e-E)b=0 .$$

For $E$ different from every $E_j$, the first equation gives $a_j=-v_jb/(E_j-E)$. Here $b\neq0$, since otherwise every coefficient would vanish. Insert $a_j$ into the second equation and divide by $b$:

$$e-E=\sum_j\frac{|v_j|^2}{E_j-E}.$$

Look for a root below $E_1$. Left side minus right side tends to $+\infty$ as $E\to-\infty$. Its derivative, $-1-\sum_j|v_j|^2/(E_j-E)^2$, is negative. If $v_1\ne0$, it tends to $-\infty$ as $E$ approaches $E_1$ from below. There is therefore one root below $E_1$. Call it $E_1-J$, so that the $j=1$ term equals $|v_1|^2/J$. Solving for $J$ gives

$$J=\frac{|v_1|^2}{D(E_1-J)},\qquad D(E)=e-E-\sum_{j>1}\frac{|v_j|^2}{E_j-E}.$$

The denominator satisfies $D(E_1-J)=D(E_1)+J\left[1+\sum_{j>1}\frac{|v_j|^2}{(E_j-E_1)(E_j-E_1+J)}\right]$. When the term proportional to $J$ is small compared with $D(E_1)$, $J\approx|v_1|^2/D(E_1)$. Because $\chi$ is orthogonal to $\psi_1$, $v_1^*=\langle\chi|H-E_1|\psi_1\rangle$. It measures how far the old solution fails to satisfy the Schrödinger equation in the direction $\chi$.

**Q:** How large is the jump here?

**A:** I computed the matrix elements by Gauss–Legendre quadrature and diagonalized at $k^*$. The lowest level is $-0.476414$ Ry with five functions and $-0.477318$ Ry with six, so

$$J=9.04\times10^{-4}\ \text{Ry}=12.3\ \text{meV}.$$

The coupling formula uses $|v_1|=0.09321$ Ry and $D(E_1)=9.611$ Ry:

$$J\approx\frac{(0.09321)^2}{9.611}=9.04\times10^{-4}\ \text{Ry}.$$

The exact level of this model, from the Kronig–Penney dispersion relation, is $-0.478188$ Ry. The five-function error was thus $1.77\times10^{-3}$ Ry, and the jump removes about half of it. In general, a downward jump of the lowest level cannot exceed the error it had before, because the variational energy stays at or above the exact one.

**Q:** Is the jump always downward?

**A:** For an entry, no ordered level can rise. The $n$th level is the minimum, over $n$-dimensional subspaces, of the highest energy in the subspace, and a larger basis only adds subspaces to choose from. When a function leaves, the argument runs backwards and no level can fall. In this model $E(k)=E(-k)=E(g-k)$, so the drop at $k^*$ returns as a rise of $9.04\times10^{-4}$ Ry at $g-k^*$.

The jump can also vanish. If $v_1=0$, $\psi_1$ remains an eigenfunction, and it remains the lowest one if $D(E_1)>0$. At $k=0$ the lowest state is even. Adding the odd combination of the functions with $K=\pm3g$ leaves its energy unchanged to rounding error, while adding the even combination lowers it by $1.53\times10^{-3}$ Ry.

**Q:** A jump of 12 meV would hardly show in a band plot. Why should it ruin a derivative?

**A:** Because you divide it by $h$ or $h^2$. Let $E_o(k)$ be the smooth branch of the old set and $E_n(k)=E_o(k)-J(k)$ that of the new set, with $J(k^*)=J$. Suppose the stencil is centred at $k_0$ and $k^*$ lies between $k_0$ and $k_0+h$. Then the right point alone is on the new branch:

$$\frac{E_n(k_0+h)-E_o(k_0-h)}{2h}=\frac{E_o(k_0+h)-E_o(k_0-h)}{2h}-\frac{J(k_0+h)}{2h},$$

$$\frac{E_n(k_0+h)-2E_o(k_0)+E_o(k_0-h)}{h^2}=\frac{E_o(k_0+h)-2E_o(k_0)+E_o(k_0-h)}{h^2}-\frac{J(k_0+h)}{h^2}.$$

For small $h$ the errors relative to the old branch are about $-J/(2h)$ and $-J/h^2$.

If $k^*$ lies between $k_0-h$ and $k_0$, the centre and the right point are on the new branch, and the left point is too high by $J(k_0-h)$. The left energy enters the slope with a minus sign and the curvature with a plus sign. Relative to the new branch, the errors are about $-J/(2h)$ and $+J/h^2$.

**Q:** So the mass can come out too heavy or too light?

**A:** Yes, and it can have the wrong sign. In these units a parabolic band is $E=(m/m^*)k^2$ plus a constant, so $m^*/m=2/E''$. Here are the curvatures in Ry bohr² at two points on either side of $k^*$, with the basis chosen afresh at each $k$:

| $h$ (bohr⁻¹) | $k_0=0.140$ bohr⁻¹ | $k_0=0.143$ bohr⁻¹ |
|---|---|---|
| 0.050 | 0.555 | 1.268 |
| 0.020 | −1.416 | 3.091 |
| 0.005 | −35.57 | 36.70 |
| 0.001 | 0.985 | 0.964 |

Take $k_0=0.140$ and $h=0.005$ bohr⁻¹. The frozen five-function basis gives 0.985 Ry bohr², and the jump contributes

$$-\frac{9.04\times10^{-4}}{(0.005)^2}=-36.2\ \text{Ry bohr}^2 .$$

The sum is $-35.2$ Ry bohr². The table has $-35.57$ because $J(k)$ is slightly larger at the right point than at $k^*$. The resulting mass ratio is $-0.056$, against 2.030 with the frozen basis.

The first row is less conspicuous: at $k_0=0.140$ bohr⁻¹ it gives a mass ratio of 3.60, where the frozen basis with the same step gives 2.04.

In the last row $h$ is smaller than the distance from either point to $k^*$. The stencil no longer straddles the change, and the jump error is gone. A smaller step therefore makes matters worse until the stencil fits inside one set.

**Q:** Then I should freeze the set of $G$ over the stencil?

**A:** Yes, choose it at $k_0$ and use it at all three points. For the slope you can instead use $c^\dagger(H'-ES')c$. At $k_0=0.140$ bohr⁻¹ that gives 0.1573 Ry bohr, as does the frozen difference with small $h$.

This removes the jump error but not the ordinary basis error. The exact model has a slope of 0.1557 Ry bohr and a mass ratio of 2.059 there, so the frozen results are off by 1.0% and 1.4% relative to the exact ones. The slope also has a step of its own: at $k^*$ it is 0.1589 Ry bohr in the old set and 0.1559 Ry bohr in the new one.

**Q:** Why not freeze one set for the whole zone and have a smooth band everywhere?

**A:** You would lose periodicity. With the moving set, $k$ and $k+g$ select the same values of $K$, hence the same functions and the same energies. A frozen set is shifted as a whole. With the five functions above, $E(k+g)-E(k)$ at $k=0.05$ bohr⁻¹ is $1.08\times10^{-2}$ Ry, about twelve times the jump you wanted to avoid.

**Q:** Would a larger cutoff settle it?

**A:** In this model the jump is smaller at each of the larger cutoffs tried, but the band does not become continuous. For $K_{\max}=3$, 4 and 5 bohr⁻¹, the jump in the half zone is $9.0\times10^{-4}$, $7.8\times10^{-5}$ and $7.2\times10^{-6}$ Ry, each at its own $k^*$.

The curvature error of a straddling stencil is $J(k_0\pm h)/h^2$ in size, with $J$ taken at the outer point. For a rough estimate of the step that brings it down to a fraction $\varepsilon$, take both $J$ and $E''$ at $k^*$ and require $J/h^2<\varepsilon|E''|$, or

$$h>\sqrt{\frac{J}{\varepsilon|E''|}} .$$

The curvatures of the old set at the three entry points $k^*=0.142$, 0.189 and 0.236 bohr⁻¹ are 0.980, 0.783 and 0.520 Ry bohr². With these, $\varepsilon=0.01$ gives the three estimates 0.30, 0.10 and 0.037 bohr⁻¹. The first is of no use: a stencil that wide around $k^*$ also reaches past $-k^*$, where the set changes again, so the estimate for a single jump no longer applies. The other two are not guarantees, because $J(k)$ and $E''$ vary over such steps. For $K_{\max}=4$ bohr⁻¹, $J$ at $k^*+0.10$ bohr⁻¹ is $1.16\times10^{-4}$ Ry instead of $7.8\times10^{-5}$ Ry, so a stencil centred just below $k^*$ has an error of about 1.5% of $|E''(k^*)|$. A wide step also brings its own truncation error, which has to be examined separately.

**Q:** In one dimension I could simply avoid the one bad point. Can I do that in a real crystal?

**A:** There are many more of them. Let $k$ move a distance $L$ along a straight line in three dimensions. Each point $k+G$ then moves by $L$ and may cross the sphere of radius $K_{\max}$. A point enters if it starts within $L$ of the sphere's near side, measured along the motion. Such starting points fill a volume $\pi K_{\max}^2L$, the cross-section times the length. Exits give the same volume. The points $k+G$ have density $\Omega/(2\pi)^3$, where $\Omega$ is the cell volume, so the mean number of crossings, averaged over starting points, is

$$N=2\pi K_{\max}^2L\,\frac{\Omega}{(2\pi)^3}.$$

For a simple cubic cell of side 8 bohr, $K_{\max}=4$ bohr⁻¹ and $L=\pi/8$ bohr⁻¹, this is 81.5. An explicit count over 600 random paths averages 82.1. On the line from $\Gamma$ to $X$, which has the same length, there are 81 crossings, but they occur at only 14 distinct values of $k$. Symmetry gathers them into 15 groups, and two of these groups cross at the same point because $0^2+5^2=3^2+4^2$. This counts changes of the basis, not the sizes of the jumps, which depend on the couplings. It does show why the set should be held fixed across each stencil instead of trusting the stencil to miss every change.
